# Pake pattern of a deuteron and its change under methyl rotation

## Problem

A deuteron has spin $I=1$ and an electric quadrupole moment $Q$. In a C–D bond the electric field gradient at the deuteron is taken to be axially symmetric about the bond direction $\mathbf n$. Its strength is given by the coupling constant

$$C=\frac{eQV_\parallel}{2\pi\hbar}=170\ \text{kHz},$$

where $e>0$ is the proton charge and $V_\parallel$ is the second derivative of the electrostatic potential along $\mathbf n$. The sample is in a magnetic field $\mathbf B$, in which the Larmor frequency is $\nu_L=100$ MHz, at a temperature of 300 K. Spin operators are dimensionless and Gaussian units are used.

**(a)** Find the resonance frequencies to first order in $C/\nu_L$ when $\mathbf n$ makes an angle $\theta$ with $\mathbf B$. Estimate what second order adds.

**(b)** Find the spectrum of a powder in which the bonds are at rest and point in all directions with equal probability. Where are its peaks and its outer edges?

**(c)** The deuteron now belongs to a CD$_3$ group with ideal tetrahedral angles. The group jumps rapidly among its three equivalent positions about the C–C bond, which is fixed in space. Find the effective coupling and the new powder spectrum.

**(d)** How fast must the jumps be for the answer to (c) to hold? Evaluate the three site frequencies, their mean and the remaining line width for a jump rate of $10^8\ \text{s}^{-1}$ to each of the other two sites. Take $\mathbf B$ perpendicular to the C–C bond, in the plane containing that bond and one C–D bond.

**(e)** How sensitive is the effective coupling to the bond angle?

## Solution

### (a) One orientation

**The quadrupole Hamiltonian.** Let $V_{ab}$ be the second derivatives of the external potential at the nucleus. The second-order term in the energy of the nuclear charge density $\rho$ is $\frac12\sum_{ab}V_{ab}\int\rho\,x_ax_b\,d^3r$. Only the traceless part of $V_{ab}$ depends on orientation, so we take $\sum_aV_{aa}=0$. We may then subtract a multiple of $\delta_{ab}$ from $x_ax_b$ and write

$$H_Q=\frac16\sum_{ab}V_{ab}Q_{ab},\qquad Q_{ab}=\int\rho\,(3x_ax_b-\delta_{ab}r^2)\,d^3r .$$

Within the states of a fixed spin $I$, a symmetric traceless tensor must be proportional to the one built from the spin (the Wigner–Eckart theorem):

$$Q_{ab}=K\left[\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}I(I+1)\right].$$

The moment $Q$ is defined by $\langle Q_{zz}\rangle=eQ$ in the state $m=I$. There the bracket equals $3I^2-I(I+1)=I(2I-1)$, which is 1 for $I=1$, so $K=eQ$. The $\delta_{ab}$ term drops out against the traceless $V_{ab}$, and the two orderings of the spin operators contribute equally:

$$H_Q=\frac{eQ}{2}\sum_{ab}V_{ab}I_aI_b .$$

For an axial gradient $V_{ab}=\frac12V_\parallel(3n_an_b-\delta_{ab})$. With $I_n=\mathbf n\cdot\mathbf I$ and $\mathbf I^2=2$,

$$H_Q=\frac{2\pi\hbar C}{4}\,(3I_n^2-2).$$

**First order.** Put $z$ along $\mathbf B$ and $\mathbf n$ in the $xz$ plane. Then $I_n=I_z\cos\theta+I_x\sin\theta$, and

$$I_n^2=I_z^2\cos^2\theta+I_x^2\sin^2\theta+(I_zI_x+I_xI_z)\sin\theta\cos\theta .$$

The Zeeman term is $-2\pi\hbar\nu_LI_z$, since the deuteron's magnetic moment is parallel to its spin. Because $C\ll\nu_L$, first-order perturbation theory needs only the diagonal elements of $H_Q$ in the states $|m\rangle$. The mixed product changes $m$ and has none. By symmetry about $z$, $\langle I_x^2\rangle=\frac12(2-m^2)$. Hence

$$\langle3I_n^2-2\rangle=3m^2\cos^2\theta+\tfrac32(2-m^2)(1-\cos^2\theta)-2 .$$

The terms with $m^2$ add up to $\frac32m^2(3\cos^2\theta-1)$, and those without it to $1-3\cos^2\theta$. With $P_2(u)=\frac12(3u^2-1)$ this is

$$\langle3I_n^2-2\rangle=(3m^2-2)\,P_2(\cos\theta),$$

so the levels are

$$\frac{E_m}{2\pi\hbar}=-\nu_Lm+\frac C4(3m^2-2)P_2(\cos\theta).$$

The quadrupole term raises $m=\pm1$ by $\frac14CP_2$ and lowers $m=0$ by $\frac12CP_2$ (for $P_2>0$). The two allowed transitions are therefore displaced in opposite directions:

$$\nu_{1\to0}=\nu_L-\tfrac34CP_2(\cos\theta),\qquad \nu_{0\to-1}=\nu_L+\tfrac34CP_2(\cos\theta).$$

Both have the same matrix element, $|\langle0|I_x|\pm1\rangle|^2=\frac12$. The population differences are also nearly equal. At 300 K the ratio $2\pi\hbar\nu_L/k_BT$ is $1.6\times10^{-5}$, so the Boltzmann factors can be linearized and each difference is proportional to its transition frequency. The two frequencies differ by at most a few parts in a thousand. We treat the lines as equally strong.

**Second order.** The neglected off-diagonal elements of $H_Q/(2\pi\hbar)$ have magnitudes

$$a=\frac{3C}{4\sqrt2}\sin\theta\cos\theta,\qquad b=\frac{3C}{8}\sin^2\theta .$$

Here $a$ connects $m=0$ with each of $m=\pm1$, and comes from $\langle1|I_zI_x+I_xI_z|0\rangle=1/\sqrt2$. The element $b$ connects $m=1$ with $m=-1$, and comes from $\langle1|I_x^2|-1\rangle=\frac12$. The level $m=1$ lies lowest and is pushed down by

$$\delta=\frac{a^2}{\nu_L}+\frac{b^2}{2\nu_L}=\frac{9C^2}{128\,\nu_L}\left(4\sin^2\theta-3\sin^4\theta\right).$$

The level $m=-1$ is pushed up by the same amount, and the two shifts of $m=0$ cancel. Both lines therefore move up by $\delta$, and their separation has no second-order correction. The bracket is largest at $\sin^2\theta=\frac23$, where it equals $\frac43$. This gives $\delta=3C^2/(32\nu_L)=27$ Hz, which is negligible beside 170 kHz. The first-order formula would fail in a field so weak that $\nu_L$ is comparable with $C$.

### (b) The powder at rest

For directions spread evenly over a sphere, the probability of an angle between $\theta$ and $\theta+d\theta$ is proportional to $\sin\theta\,d\theta=|d\cos\theta|$. Since only $\cos^2\theta$ enters, $u=|\cos\theta|$ may be used, and it is uniformly distributed between 0 and 1.

Take first the transition $0\to-1$ and measure its displacement in units of $\nu_Q=\frac34C$:

$$x=\frac{\nu-\nu_L}{\nu_Q}=\frac{3u^2-1}{2},\qquad -\tfrac12\le x\le1 .$$

The density of lines in $x$ is $g(x)=du/dx$. From $dx=3u\,du$ and $u=\sqrt{(1+2x)/3}$,

$$g(x)=\frac1{3u}=\frac1{\sqrt{3(1+2x)}},\qquad -\tfrac12<x<1,$$

and $g=0$ elsewhere. The fraction of this branch lying below $x$ is $u$ itself, which reaches 1 at $x=1$, so $g$ is normalized. The other transition gives the mirror image, and the complete spectrum is the Pake pattern

$$S(x)=\tfrac12\left[g(x)+g(-x)\right].$$

Its features can be read from the two ends of each branch.

- At $u=0$, where the bond is perpendicular to the field, the frequency is stationary: $x+\frac12=\frac32u^2$. A whole range of $u$ falls close to one frequency, and $g$ diverges as an inverse square root. These are the peaks, or horns, at $x=\mp\frac12$ for the two branches.
- At $u=1$, where the bond is along the field, $x$ varies with a finite slope $dx/du=3$. The density ends in a step of height $g(1)=\frac13$. These are the outer edges, at $x=\pm1$.

The divergence is integrable. In a measured spectrum the finite width of each line rounds it off to a peak of finite height.

The horns are separated by $\nu_Q$ and the edges by $2\nu_Q$:

$$\Delta_{\text{horn}}=\tfrac34C=0.75\times170\ \text{kHz}=127.5\ \text{kHz},$$

$$\Delta_{\text{edge}}=\tfrac32C=1.5\times170\ \text{kHz}=255\ \text{kHz}.$$

The intensity outside the horns comes from the part $x>\frac12$ of one branch and its mirror image in the other. At $x=\frac12$ we have $u=\sqrt{2/3}$, so the outside fraction is $1-\sqrt{2/3}=0.1835$. The shoulders thus hold less than a fifth of the intensity, spread over half of the total width.

### (c) Rapid methyl rotation

**The angle.** Let $\mathbf m$ be the unit vector from the methyl carbon along the C–C bond, and $\mathbf n_1,\mathbf n_2,\mathbf n_3$ the unit vectors along the three C–D bonds. In an ideal tetrahedron a rotation by $120^\circ$ about any one of the four vectors permutes the other three. It leaves their total unchanged, so the total must lie along the rotation axis. It cannot lie along four different directions unless it is zero:

$$\mathbf m+\mathbf n_1+\mathbf n_2+\mathbf n_3=0 .$$

The scalar product with $\mathbf m$ gives $1+3\cos\beta=0$, where $\beta$ is the angle between a C–D bond and $\mathbf m$. Hence $\cos\beta=-\frac13$ and $\beta=109.47^\circ$. Reversing $\mathbf m$ would give the supplementary angle, with the same $\cos^2\beta$ and the same coupling.

**The averaged gradient.** When the jumps are fast in the sense made precise in (d), the nucleus responds to the mean of the gradient tensor. With unit vectors $\mathbf e_1,\mathbf e_2$ perpendicular to $\mathbf m$ and to each other, a bond at azimuth $\varphi$ points along

$$\mathbf n=\mathbf m\cos\beta+(\mathbf e_1\cos\varphi+\mathbf e_2\sin\varphi)\sin\beta .$$

The tensor contains the products $n_an_b$, and these contain $\varphi$ through $e^{\pm i\varphi}$ and $e^{\pm2i\varphi}$. For three azimuths $120^\circ$ apart, both kinds of term sum to zero, since in each case the three phase factors are a common phase times the three cube roots of unity. What remains is $\overline{\cos^2\varphi}=\overline{\sin^2\varphi}=\frac12$, while the means of $\cos\varphi$, $\sin\varphi$ and $\sin\varphi\cos\varphi$ vanish. Because $\mathbf e_1,\mathbf e_2,\mathbf m$ form a complete set, $e_{1a}e_{1b}+e_{2a}e_{2b}=\delta_{ab}-m_am_b$, and

$$\overline{n_an_b}=m_am_b\cos^2\beta+\tfrac12\sin^2\beta\,(\delta_{ab}-m_am_b).$$

Now form the combination that occurs in the gradient:

$$3\,\overline{n_an_b}-\delta_{ab}=\left(3\cos^2\beta-\tfrac32\sin^2\beta\right)m_am_b+\left(\tfrac32\sin^2\beta-1\right)\delta_{ab}.$$

With $\sin^2\beta=1-\cos^2\beta$ the first bracket is $\frac12(9\cos^2\beta-3)=3P_2(\cos\beta)$, and the second is $\frac12(1-3\cos^2\beta)=-P_2(\cos\beta)$. Therefore

$$3\,\overline{n_an_b}-\delta_{ab}=P_2(\cos\beta)\,(3m_am_b-\delta_{ab}).$$

The mean gradient is again axial, now about the C–C bond, and the effective coupling is

$$C'=C\,P_2(\cos\beta)=C\cdot\tfrac12\left(3\cdot\tfrac19-1\right)=-\tfrac13C=-56.7\ \text{kHz}.$$

Continuous rotation also removes the terms in $\varphi$ and $2\varphi$, so it gives the same mean; this static average cannot distinguish it from three-site jumps. Two sites on opposite sides of the cone would be different, because $e^{2i\varphi}$ has the same value at both. The averaged tensor would then have principal values $\frac56,-\frac12,-\frac13$ in units of $V_\parallel$. Its asymmetry, the difference of the two smaller values divided by the largest, would be $0.2$ in magnitude.

**The new powder pattern.** Everything in (b) can be repeated with $C'$ for $C$ and with $\theta$ now the angle between $\mathbf B$ and the C–C bond:

$$\Delta'_{\text{horn}}=\tfrac34|C'|=42.5\ \text{kHz},\qquad \Delta'_{\text{edge}}=\tfrac32|C'|=85\ \text{kHz}.$$

The shape is unchanged and the frequency scale is reduced by three. The negative sign interchanges the two branches. Since their sum is symmetric about $\nu_L$, the pattern does not reveal this sign.

Other cone angles show what the factor $P_2(\cos\beta)$ means. Rotation about the bond itself ($\beta=0$) changes nothing. For $\beta=90^\circ$ the factor is $-\frac12$, and for $\cos^2\beta=\frac13$ the first-order splitting vanishes. If the bond visited all directions in space rapidly and equally, the factor would be $\int_0^1P_2(u)\,du=0$ and a single line would remain. The methyl group keeps a splitting because its axis stays fixed: each group first averages over its own three sites, and the powder then superposes groups with different axes.

### (d) What "fast" means

Let $\nu_j=\frac34CP_2(\cos\theta_j)$ be the displacement of the $0\to-1$ line at site $j$, with $\theta_j$ the angle between $\mathbf B$ and $\mathbf n_j$. Let $M_j$ be the amplitude of the corresponding precessing signal, and $k$ the jump rate to each of the other two sites. We keep only the diagonal part of $H_Q$. A jump then changes the precession frequency but not the spin state, and

$$\frac{dM_j}{dt}=2\pi i\nu_jM_j+k\sum_{l\ne j}(M_l-M_j).$$

Write $M_j=\bar M+d_j$ and $\nu_j=\bar\nu+\Delta_j$, where bars denote means over the sites, so that $\sum_jd_j=\sum_j\Delta_j=0$. The jump term becomes $k(3\bar M-3M_j)=-3kd_j$. In a frame rotating at $\bar\nu$, the mean of the three equations is

$$\frac{d\bar M}{dt}=\frac{2\pi i}{3}\sum_j\Delta_jd_j .$$

If $3k\gg2\pi|\Delta_j|$, the differences $d_j$ stay small and quickly settle to the value at which driving and jumping balance:

$$0\approx2\pi i\Delta_j\bar M-3kd_j,\qquad d_j\approx\frac{2\pi i\Delta_j}{3k}\,\bar M .$$

Inserting this gives, with $\sigma^2=\frac13\sum_j\Delta_j^2$,

$$\frac{d\bar M}{dt}=-R\,\bar M,\qquad R=\frac{4\pi^2\sigma^2}{3k}.$$

There is a single line at the mean frequency. The first-order frequency is linear in the gradient tensor, so this mean is the frequency of the mean tensor, as used in (c). An amplitude decaying as $e^{-Rt}$ gives a Lorentzian of full width $R/\pi$ at half height. Within this model, which keeps only the diagonal part of $H_Q$, the width falls as $1/k$: the more often the frequency changes, the smaller the phase error collected between changes.

**Numbers.** For the stated field direction, $\cos\theta_j=\sin\beta\cos\varphi_j$ with $\varphi_j=0,\pm120^\circ$ and $\sin^2\beta=\frac89$. Thus $\cos^2\theta_j$ is $\frac89$ at the first site and $\frac29$ at the other two, and $P_2$ is $\frac56$ and $-\frac16$. With $\frac34C=127.5$ kHz,

$$\nu_1=106.25\ \text{kHz},\qquad\nu_2=\nu_3=-21.25\ \text{kHz}.$$

Their mean is $\bar\nu=(106.25-42.5)/3=21.25$ kHz. The averaged tensor gives the same value, $\frac34C'P_2(0)=\frac34(-\frac13C)(-\frac12)$, which is half the horn separation found in (c). The deviations from the mean are $85$, $-42.5$ and $-42.5$ kHz, so $\sigma=60.1$ kHz. For $k=10^8\ \text{s}^{-1}$ the full width is

$$\frac R\pi=\frac{4\pi\sigma^2}{3k}=\frac{4\pi\,(6.01\times10^4\ \text{s}^{-1})^2}{3\times10^8\ \text{s}^{-1}}\approx151\ \text{Hz}.$$

The condition for averaging compares $3k=3\times10^8\ \text{s}^{-1}$ with $2\pi\sigma\approx4\times10^5\ \text{s}^{-1}$, and it is well satisfied. For the powder the least favourable orientation counts. There $\sigma$ reaches about 82 kHz and the width at this rate about 280 Hz, still small beside 42.5 kHz. Solving the exchange equations over the powder shows the horns still drawn well inward at $k=10^6\ \text{s}^{-1}$, and the pattern of (c) is approached only near $k=10^7\ \text{s}^{-1}$.

The width belongs to this model, which omits the off-diagonal elements of $H_Q$. These also fluctuate, at a rate $3k$ that is here comparable with $2\pi\nu_L\approx6\times10^8\ \text{s}^{-1}$. They can cause transitions between the levels and add to the width, so 151 Hz is not a prediction of the total. With the full $H_Q$ at each site and the same jumps, the width for this orientation is about 182 Hz at $k=10^8\ \text{s}^{-1}$ and 34 Hz at $10^9\ \text{s}^{-1}$. Once $3k\gg2\pi\nu_L$ it again falls as $1/k$, but is about 2.3 times the diagonal value.

In the opposite limit, take $k=10^3\ \text{s}^{-1}$. A deuteron then stays at one site for a mean time $1/(2k)=0.5$ ms. During this time, signals separated by $127.5$ kHz get out of step by about 64 cycles. The line of site 1 is resolved from the common line of sites 2 and 3, with intensities 1:2, and the powder shows the broad pattern of (b). Between the limits, when $3k$ is comparable with $2\pi\sigma$, neither pattern applies and the exchange equations must be solved in full.

### (e) Sensitivity to the angle

Differentiating the scaling factor gives

$$\frac{dP_2(\cos\beta)}{d\beta}=-3\sin\beta\cos\beta=\sin\beta\approx0.943\quad\text{at}\quad\cos\beta=-\tfrac13 .$$

One degree is $0.01745$ rad, so it changes $C'$ by about $170\times0.943\times0.01745\approx2.8$ kHz, or 5% of its magnitude. Evaluating $CP_2(\cos\beta)$ without linearizing gives $-59.4$ kHz for an angle one degree smaller and $-53.8$ kHz for one degree larger. The factor of one third therefore belongs to the ideal tetrahedral geometry. A measured ratio slightly different from it need not mean that the rotation is slow: a small distortion of the angle is enough. In ethane, for example, the H–C–C angle is about $111.2^\circ$, for which $P_2(\cos\beta)\approx-0.30$. Motion of the C–C axis or an asymmetry of the original gradient, both excluded here, would also have to be considered.

Numerical values quoted here were computed with a short program.
